# Parity, charge conjugation and photon numbers in positronium annihilation

## Problem

Positronium is the bound state of an electron and a positron. Its levels are labelled \(n\,^{2S+1}L_J\), where \(n\) is the principal quantum number, \(L\) the orbital angular momentum, \(S\) the total spin (0 or 1) and \(J\) the total angular momentum.

(a) Show that a fermion and its own antifermion, in their centre-of-mass frame, form a state with

\[
P=(-1)^{L+1},\qquad C=(-1)^{L+S}.
\]

(b) For each level with \(n=1\) and \(n=2\), find the smallest number \(N\) of photons into which the pair can annihilate.

The final state in (b) contains photons and nothing else. The atom is in vacuum, and weak interactions, which violate \(P\) and \(C\), are neglected. An \(n=2\) level can also emit a photon and drop to \(n=1\). For the 2P levels this electric dipole decay (about \(3\times10^8\ \mathrm{s^{-1}}\)) is far faster than direct annihilation (about \(1\times10^4\ \mathrm{s^{-1}}\) for \(2\,^3P_0\)); for the 2S levels only a very slow spin-flip transition is possible with one photon. The pair survives that process, so it does not count as annihilation. Units are \(\hbar=c=1\), and \(m\) is the electron mass.

## First estimate by scaling

Each emitted photon brings one factor of the charge \(e\) into the amplitude, hence one factor of \(\alpha=e^2/4\pi\) into the rate. The atom has a size of order \(1/(\alpha m)\), so in an S level the density of one particle at the position of the other is of order \((\alpha m)^3\). In a P level the wave function vanishes at contact. The amplitude then needs one power of the relative momentum, \(p/m\sim\alpha\), which costs \(\alpha^2\) in the rate. If all photons have energies comparable with \(m\), the remaining dimensions are supplied by \(m\):

\[
\Gamma_N\sim \alpha^N\,\frac{(\alpha m)^3}{m^2}\,\alpha^{2L}=\alpha^{N+3+2L}\,m .
\]

The fewest photons therefore give the fastest annihilation. One photon is impossible: the pair has a rest frame with nonzero energy, so its four-momentum squared is positive, while that of a photon is zero. Two photons can balance energy and momentum. The estimate is thus \(N=2\) for all eight levels. It uses kinematics and powers of the coupling, but no symmetry.

## Exact solution

### Parity of the pair

Leaving out normalization factors that depend on \(|\mathbf p|\) alone, the Dirac field is

\[
\psi(t,\mathbf x)=\sum_{\mathbf p,a}\left[b_a(\mathbf p)u_a(\mathbf p)e^{-iEt+i\mathbf p\cdot\mathbf x}+d_a^\dagger(\mathbf p)v_a(\mathbf p)e^{iEt-i\mathbf p\cdot\mathbf x}\right].
\]

Here \(b^\dagger\) creates an electron, \(d^\dagger\) a positron, and \(a\) labels the spin. In the Dirac representation, with \(\chi_a\) a two-component rest spinor,

\[
u_a(\mathbf p)=\frac{\gamma^\mu p_\mu+m}{\sqrt{E+m}}\begin{pmatrix}\chi_a\\0\end{pmatrix},\qquad
v_a=\mathsf C\,\bar u_a^{T},\qquad \mathsf C=i\gamma^2\gamma^0 .
\]

Since \(\bar u^T=\gamma^0u^*\) and \((\gamma^0)^2=1\), this means \(v_a=i\gamma^2u_a^*\).

Reflection reverses the gradient in the Dirac equation. The matrix \(\gamma^0\) compensates for this, because it anticommutes with \(\gamma^1,\gamma^2,\gamma^3\). Therefore

\[
\hat P\psi(t,\mathbf x)\hat P^{-1}=\eta\,\gamma^0\psi(t,-\mathbf x),\qquad |\eta|=1 .
\]

Moving \(\gamma^0\) through \(\gamma^\mu p_\mu+m\) reverses \(\mathbf p\), and \(\gamma^0\) leaves the upper components unchanged. Hence \(\gamma^0u_a(\mathbf p)=u_a(-\mathbf p)\). For the positron spinor, \(\gamma^0\) must also pass \(\gamma^2\), and it is real:

\[
\gamma^0v_a(\mathbf p)=i\gamma^0\gamma^2u_a^*(\mathbf p)=-i\gamma^2\left[\gamma^0u_a(\mathbf p)\right]^*=-v_a(-\mathbf p).
\]

Insert the expansion into \(\eta\gamma^0\psi(t,-\mathbf x)\) and rename \(\mathbf p\to-\mathbf p\), which restores the original exponentials. Comparing coefficients gives

\[
\hat Pb_a(\mathbf p)\hat P^{-1}=\eta\,b_a(-\mathbf p),\qquad
\hat Pd_a^\dagger(\mathbf p)\hat P^{-1}=-\eta\,d_a^\dagger(-\mathbf p).
\]

The adjoint of the first relation shows that \(b_a^\dagger\) acquires \(\eta^*\). The pair acquires \(\eta^*(-\eta)=-1\), independent of the arbitrary phase. This is the opposite intrinsic parity of fermion and antifermion.

The pair state is

\[
|L,S\rangle=\sum_{\mathbf p,a,b}\phi_L(\mathbf p)\,\chi_{ab}\,b_a^\dagger(\mathbf p)\,d_b^\dagger(-\mathbf p)|0\rangle .
\]

The angular part of \(\phi_L\) is a spherical harmonic of degree \(L\), a homogeneous polynomial of that degree in the components of \(\mathbf p/|\mathbf p|\). Thus \(\phi_L(-\mathbf p)=(-1)^L\phi_L(\mathbf p)\). A state of definite \(J\) is a sum of such terms with the same \(L\) and \(S\), so the signs below apply to all its terms alike. With \(\hat P|0\rangle=|0\rangle\),

\[
\begin{aligned}
\hat P|L,S\rangle&=-\sum\phi_L(\mathbf p)\chi_{ab}\,b_a^\dagger(-\mathbf p)d_b^\dagger(\mathbf p)|0\rangle\\
&=-\sum\phi_L(-\mathbf p)\chi_{ab}\,b_a^\dagger(\mathbf p)d_b^\dagger(-\mathbf p)|0\rangle
=(-1)^{L+1}|L,S\rangle .
\end{aligned}
\]

### Charge conjugation of the pair

Charge conjugation acts as \(\hat C\psi\hat C^{-1}=\xi\,\mathsf C\bar\psi^T\), with \(|\xi|=1\). By definition \(\mathsf C\bar u^T=v\). The reverse also holds, because \((\gamma^2)^*=-\gamma^2\) and \((\gamma^2)^2=-1\):

\[
\mathsf C\bar v^T=i\gamma^2v^*=i\gamma^2(-i)(\gamma^2)^*u=-(\gamma^2)^2u=u .
\]

In \(\mathsf C\bar\psi^T\), therefore, \(b_a^\dagger\) multiplies \(v_a\) and \(d_a\) multiplies \(u_a\). Comparison with \(\psi\) gives

\[
\hat Cb_a\hat C^{-1}=\xi d_a,\qquad \hat Cd_a^\dagger\hat C^{-1}=\xi b_a^\dagger .
\]

The adjoint of the first relation is \(\hat Cb_a^\dagger\hat C^{-1}=\xi^*d_a^\dagger\), so the phases cancel in a pair. Charge conjugation commutes with rotations, so \(a\) denotes the same spin state for both particles. Acting on the pair,

\[
\begin{aligned}
\hat C|L,S\rangle&=\sum\phi_L(\mathbf p)\chi_{ab}\,d_a^\dagger(\mathbf p)b_b^\dagger(-\mathbf p)|0\rangle\\
&=-\sum\phi_L(\mathbf p)\chi_{ab}\,b_b^\dagger(-\mathbf p)d_a^\dagger(\mathbf p)|0\rangle\\
&=-\sum\phi_L(-\mathbf p)\chi_{ba}\,b_a^\dagger(\mathbf p)d_b^\dagger(-\mathbf p)|0\rangle .
\end{aligned}
\]

The second line uses anticommutation; the third renames \(\mathbf p\to-\mathbf p\) and \(a\leftrightarrow b\). The spin function is antisymmetric for \(S=0\) and symmetric for \(S=1\), so \(\chi_{ba}=(-1)^{S+1}\chi_{ab}\). The three signs combine to

\[
C=(-1)\,(-1)^L\,(-1)^{S+1}=(-1)^{L+S}.
\]

This proves (a). The result for \(C\) requires a fermion and its own antifermion. An electron with an antimuon, for example, is turned into a different system and has no \(C\) eigenvalue.

### Charge conjugation of photons

The photon couples to the current \(j^\mu=\bar\psi\gamma^\mu\psi\). The matrix \(\mathsf C\) anticommutes with \(\gamma^0\) and \(\gamma^2\), which are symmetric, and commutes with \(\gamma^1\) and \(\gamma^3\), which are antisymmetric. In all four cases

\[
\mathsf C\gamma^\mu\mathsf C^{-1}=-(\gamma^\mu)^T .
\]

Moreover \(\mathsf C^2=-\gamma^2\gamma^0\gamma^2\gamma^0=(\gamma^2)^2(\gamma^0)^2=-1\), so \(\mathsf C^{-1}=-\mathsf C\), and \(\mathsf C^{-1}\gamma^\mu\mathsf C\) equals the same \(-(\gamma^\mu)^T\).

The transformed field is \(\xi\,i\gamma^2\psi^{\dagger T}\). Since \((i\gamma^2)^\dagger=i\gamma^2\), its Dirac adjoint is \(\xi^*\psi^Ti\gamma^2\gamma^0=\xi^*\psi^T\mathsf C=-\xi^*\psi^T\mathsf C^{-1}\). The current becomes

\[
\hat Cj^\mu\hat C^{-1}=-\psi^T\mathsf C^{-1}\gamma^\mu\mathsf C\,\bar\psi^T
=\psi^T(\gamma^\mu)^T\bar\psi^T=-\bar\psi\gamma^\mu\psi=-j^\mu .
\]

The last sign comes from exchanging two anticommuting fields; the constant this produces is removed by normal ordering. The interaction \(j^\mu A_\mu\) is invariant if \(A_\mu\to-A_\mu\). One photon therefore has \(C=-1\), and \(N\) photons have \(C=(-1)^N\).

Electromagnetic interactions conserve \(C\). With \(N=1\) excluded, a level with \(C=-1\) needs at least three photons, and one with \(C=+1\) at least two.

### Two photons cannot carry \(J=1\)

In the rest frame the two photons have momenta \(\mathbf k\) and \(-\mathbf k\), with polarizations \(\mathbf e_1,\mathbf e_2\) perpendicular to \(\mathbf k\). The amplitude from a \(J=1\) level is the scalar product of the level's polarization vector with a vector \(\mathbf A(\mathbf k;\mathbf e_1,\mathbf e_2)\) that is linear in each \(\mathbf e_i\).

Rotate everything by \(\pi\) about \(\mathbf k\). Both polarizations change sign, so \(\mathbf A\), being linear in each, is unchanged. As a vector it must also rotate, which reverses any component perpendicular to \(\mathbf k\). That component is zero. The component along \(\hat{\mathbf k}\) must be invariant under all rotations about \(\mathbf k\), and two vectors in a plane have two bilinear invariants of this kind:

\[
\mathbf A=\hat{\mathbf k}\left[f\,\mathbf e_1\cdot\mathbf e_2+g\,\hat{\mathbf k}\cdot(\mathbf e_1\times\mathbf e_2)\right],
\]

with constants \(f\) and \(g\). Photons are identical bosons, so exchanging them must change nothing: \(\mathbf A(-\mathbf k;\mathbf e_2,\mathbf e_1)=\mathbf A(\mathbf k;\mathbf e_1,\mathbf e_2)\). In the first term \(\hat{\mathbf k}\) changes sign and \(\mathbf e_1\cdot\mathbf e_2\) does not. In the second, the triple product is unchanged, since both \(\hat{\mathbf k}\) and the cross product reverse, while the prefactor \(\hat{\mathbf k}\) changes sign. Hence \(\mathbf A=-\mathbf A=0\).

This is the Landau-Yang theorem. The argument uses transverse polarizations, so it does not cover virtual photons. A level with \(C=+1\) and \(J=1\) must have an even photon number, and two is excluded, so it needs at least four.

### The eight levels

For \(2\,^3P_1\), for example, \(L=S=1\) gives \(P=(-1)^2=+1\) and \(C=(-1)^2=+1\). With \(J=1\), the minimum is four. The other levels follow in the same way.

| Level | \(J\) | \(P\) | \(C\) | Minimal \(N\) |
|---|---|---|---|---|
| \(1\,^1S_0\) | 0 | − | + | 2 |
| \(1\,^3S_1\) | 1 | − | − | 3 |
| \(2\,^1S_0\) | 0 | − | + | 2 |
| \(2\,^3S_1\) | 1 | − | − | 3 |
| \(2\,^1P_1\) | 1 | + | − | 3 |
| \(2\,^3P_0\) | 0 | + | + | 2 |
| \(2\,^3P_1\) | 1 | + | + | 4 |
| \(2\,^3P_2\) | 2 | + | + | 2 |

The levels \(2\,^1P_1\) and \(2\,^3P_1\) agree in \(J\) and \(P\), but their opposite \(C\) prevents them from mixing. An external magnetic field breaks this protection, because it is reversed by charge conjugation (at first order it couples the two levels in the substates \(m_J=\pm1\), not \(m_J=0\)); the table holds without such fields.

### Are the minima reached?

Selection rules give lower bounds. To show that the bounds are attained, one needs a nonzero amplitude. At leading order it is the tree amplitude

\[
M(\mathbf p)=\bar v(-\mathbf p)\left[\sum_{\text{orderings}}\gamma\!\cdot\! e_N\,S\cdots S\,\gamma\!\cdot\! e_1\right]u(\mathbf p),
\]

where \(S\) is the electron propagator between successive emissions, and constant factors are omitted. The bound-state amplitude is \(M(\mathbf p)\) weighted with \(\phi_L(\mathbf p)\). For slow particles, \(M(\mathbf p)\approx M(0)+\mathbf p\cdot\nabla_{\mathbf p}M(0)\). An S level selects the first term. For a P level \(\phi_1\) is odd, the first term sums to zero, and the second remains.

The numerical check evaluates these terms from Dirac matrices at sample photon directions, without imposing the selection rules. The squares, summed over polarizations and over the \(2J+1\) substates in units \(m=e=1\), are:

| Term | \(N=2\) | \(N=3\) | \(N=4\) |
|---|---|---|---|
| \(^1S_0\) | 16 | 0 | \(1.1\times10^3\) |
| \(^3S_1\) | 0 | 117 | 0 |
| \(^1P_1\) | 0 | \(2.9\times10^3\) | 0 |
| \(^3P_0\) | 48 | 0 | \(5.8\times10^4\) |
| \(^3P_1\) | 0 | 0 | \(9.1\times10^4\) |
| \(^3P_2\) | 64 | 0 | \(2.1\times10^5\) |

A zero here stands for a printed value below \(10^{-12}\). The largest of these, \(1.4\times10^{-13}\) for \(^3P_1\) into two photons, is compatible with the method: the derivative is a central difference with momentum step \(h=10^{-3}m\), whose error is of order \(h^2\), so its square is of order \(h^4=10^{-12}\) in these units. This residue scales as \(h^4\) when the step is changed, and at \(h=10^{-3}m\) it ranges from about \(4\times10^{-14}\) to \(2\times10^{-12}\) over photon directions.

The first nonzero entry in each row stands at the minimal \(N\) found above. An amplitude that is nonzero at one set of directions is nonzero in a neighbourhood of it, so the decay has a nonzero rate. The entries are not rates: they lack the coupling, the wave function and the integration over photon momenta. The nonzero entries for \(N=3\) and \(N=4\) belong to one random choice of photon momenta; for the P terms other choices change them by a factor of ten or more. Their growth with \(N\) therefore does not mean that more photons are preferred.

## Comparison

The estimate \(N=2\) is right for four levels: \(1\,^1S_0\), \(2\,^1S_0\), \(2\,^3P_0\) and \(2\,^3P_2\). It is too low by one for \(1\,^3S_1\), \(2\,^3S_1\) and \(2\,^1P_1\), where \(C\) forbids two photons. It is too low by two for \(2\,^3P_1\), where \(C\) permits two photons but rotation invariance and Bose symmetry do not.

With the correct \(N\), the scaling law \(\Gamma\sim\alpha^{N+3+2L}m\) becomes informative:

- \(^1S_0\): \(\alpha^5m\); \(^3S_1\): \(\alpha^6m\)
- \(^3P_0\) and \(^3P_2\): \(\alpha^7m\); \(^1P_1\): \(\alpha^8m\); \(^3P_1\): \(\alpha^9m\)

These expressions give only the power of \(\alpha\), for photons that all have energies comparable with \(m\). For \(^1P_1\to3\gamma\) and \(^3P_1\to4\gamma\) that restriction matters: when one photon has a small energy \(\omega\), the amplitude grows as \(1/\omega\) and the spectrum as \(d\omega/\omega\), down to the binding scale \(\alpha^2m\). Their total rates therefore carry an extra factor of order \(\ln(1/\alpha^2)\). For \(2\,^1P_1\) the coefficient of \(\alpha^8m\) rises from about \(7\times10^{-3}\), with all photons above \(0.1m\), to about \(4\times10^{-2}\), with the softest photon above \(\alpha^2m/4\). The omitted numerical factors can be much smaller than one: they are \(1/2\) for \(1\,^1S_0\), \(0.0615\) for \(1\,^3S_1\), \(3/256\) for \(2\,^3P_0\) and \(1/320\) for \(2\,^3P_2\). Within the S levels, symmetry costs the triplet one power of \(\alpha\). Within the P levels, it costs \(^1P_1\) one power and \(^3P_1\) two.

The photon number also sets the mean photon energy. The rest energy of the pair is \(2\times510.999=1021.998\) keV, and the binding energy, smaller by a factor of order \(\alpha^2\), is neglected. The mean is \(1021.998/2=511.0\) keV for two photons, \(1021.998/3=340.7\) keV for three and \(1021.998/4=255.5\) keV for four. Two photons must share the energy equally, because their momenta are opposite and equal in size. With three or four, momentum conservation leaves the individual energies free to vary about the mean.

## Computed results

```
Parity sign of electron, positron: 1 -1
Two-photon amplitudes for J=0,1,2 before Bose symmetry: 2 2 4
Two-photon amplitudes for J=0,1,2 after Bose symmetry: 2 0 3
Electron rest energy: 510.999 keV
Level  J  P  C  minimal photons  mean photon energy (keV)
1 1S0  0 -1 +1  2  511.0
1 3S1  1 -1 -1  3  340.7
2 1S0  0 -1 +1  2  511.0
2 3S1  1 -1 -1  3  340.7
2 1P1  1 +1 -1  3  340.7
2 3P0  0 +1 +1  2  511.0
2 3P1  1 +1 +1  4  255.5
2 3P2  2 +1 +1  2  511.0
Squared tree amplitudes at sample directions (units m = e = 1)
Term   2 photons   3 photons   4 photons
1S0    1.60e+01    3.58e-31    1.14e+03
3S1    1.76e-34    1.17e+02    3.31e-28
1P1    6.44e-25    2.94e+03    5.94e-23
3P0    4.80e+01    3.92e-25    5.80e+04
3P1    1.44e-13    1.50e-24    9.12e+04
3P2    6.40e+01    2.85e-24    2.11e+05
```
